# Tunnelling decay at the K valley and the overstated gap

## Problem

A scanning tunnelling microscope records the differential conductance $dI/dV$ of a semiconducting monolayer with a triangular lattice. The tunnel barrier is $\phi=4.5$ eV. Both true band edges lie at the K point, where $|\mathbf K|=1.32$ Å⁻¹. Two other valleys lie close in energy:

- a valence maximum at Γ, $\Delta_v=0.25$ eV below the K valence edge;
- conduction minima at Q, with $|\mathbf Q|=0.70$ Å⁻¹, $\Delta_c=0.10$ eV above the K conduction edge.

The true quasiparticle gap is $E_g=2.30$ eV and the optical gap is $1.90$ eV. The tip centre is $z=7.0$ Å above the surface reference plane. Let $g$ be the number of valleys times the number of spin states in each, and $m^*$ the effective mass in electron masses:

- K valence: $g=2$, $m^*=0.40$; Γ valence: $g=2$, $m^*=2.50$;
- K conduction: $g=4$, $m^*=0.45$; Q conduction: $g=6$, $m^*=0.60$.

The detection range $D$ is the conductance at the set point, just inside the band of the Γ or Q valley, divided by the smallest detectable conductance. It is the same for both bias polarities.

1. Derive the vacuum decay constant and compare its values at zero in-plane momentum and at K.
2. Show how this constant enters $dI/dV$ for an s-wave tip.
3. Find when a K edge is missed, and the resulting error in the gap.
4. Evaluate the gap and the exciton binding energy that would be read for $D=100$ and $D=1000$.
5. Estimate how bias, a lower barrier, temperature and momentum mixing change the answer.

Take a flat barrier, elastic tunnelling, parabolic valleys and equal surface amplitudes, except where part 5 relaxes these assumptions.

## Solution

### 1. Decay of a Bloch state in vacuum

Let the surface lie in the $xy$ plane, with in-plane position $\boldsymbol\rho$. A state of crystal momentum $\mathbf k$ has the expansion

$$\psi(\boldsymbol\rho,z)=\sum_{\mathbf G}\psi_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\boldsymbol\rho},$$

where $\mathbf G$ runs over the in-plane reciprocal lattice. Measure energy from the vacuum level, so that the state has energy $-\phi$ and the potential outside the crystal is zero. The Schrödinger equation there is

$$-\frac{\hbar^2}{2m}\left(\frac{d^2}{dz^2}-|\mathbf k+\mathbf G|^2\right)\psi_{\mathbf G}=-\phi\,\psi_{\mathbf G}.$$

The components separate because the vacuum potential does not depend on $\boldsymbol\rho$. Multiplying by $-2m/\hbar^2$ and moving the in-plane term to the right gives

$$\psi_{\mathbf G}''=\kappa_{\mathbf G}^2\psi_{\mathbf G},\qquad
\kappa_{\mathbf G}^2=\frac{2m\phi}{\hbar^2}+|\mathbf k+\mathbf G|^2 .$$

The solution that vanishes far away is $e^{-\kappa_{\mathbf G}z}$, and its density falls as $e^{-2\kappa_{\mathbf G}z}$. At fixed total energy, motion along the surface leaves less energy for motion along $z$, so the state decays faster.

Far from the surface the component with the smallest $|\mathbf k+\mathbf G|$ dominates, provided that its coefficient is not zero. At Γ this is $\mathbf G=0$, which gives $k=0$. At K no reciprocal vector can help: K is a corner of the Brillouin zone, and each point of that zone is at least as close to the origin as to any other reciprocal-lattice point. Hence $|\mathbf K+\mathbf G|\ge|\mathbf K|$. Three vectors share the minimum length $|\mathbf K|=4\pi/(3a)$, which here means a lattice constant $a=3.173$ Å.

With $\hbar^2/2m=3.810$ eV Å², the barrier contributes $4.5/3.810=1.181$ Å⁻². Thus

$$\kappa_0=\sqrt{1.181}=1.087\ \text{Å}^{-1},$$

$$\kappa_K=\sqrt{1.181+1.32^2}=1.710\ \text{Å}^{-1},$$

$$\kappa_Q=\sqrt{1.181+0.70^2}=1.293\ \text{Å}^{-1}.$$

In other units, $\kappa_0=10.87$ nm⁻¹ and $\kappa_K=17.10$ nm⁻¹. One ångström of vacuum leaves 11.4% of the density at $k=0$, but 3.3% at K.

A numerical solution for a model slab with this lattice tests the argument about the dominant component. The depth of its periodic well was adjusted separately at Γ and K to place a state 4.5 eV below vacuum. The measured decay constants were 1.0866 and 1.7092 Å⁻¹, within 0.04% of the formula.

The comparison assumes that symmetry allows the $\mathbf G=0$ component at Γ. If it is forbidden, the next shell has $|\mathbf G|=\sqrt3\,|\mathbf K|$, and that Γ state decays faster than the K state. The Γ valence state considered here is taken to have a nonzero $\mathbf G=0$ component.

### 2. From the wavefunction to the conductance

Let the tip centre be $\mathbf r_0$ and let $r=|\mathbf r-\mathbf r_0|$. Outside the tip, its s wave is $\chi=Ce^{-\kappa_0r}/r$. Continued to the centre, it satisfies

$$(\nabla^2-\kappa_0^2)\chi=-4\pi C\,\delta(\mathbf r-\mathbf r_0).$$

The sample wave, continued through the same region, satisfies $\nabla^2\psi=\kappa_0^2\psi$. This is the full three-dimensional Laplacian, so the same $\kappa_0$ appears for every $\mathbf k$. To leading order in the coupling, the tunnelling matrix element has magnitude

$$|M|=\frac{\hbar^2}{2m}\left|\int dS\,(\psi\,\partial_z\chi-\chi\,\partial_z\psi)\right|,$$

with the integral over a plane between sample and tip. Apply Green's identity to the half-space above this plane. Its outward normal on the plane is $-\hat z$, and the distant surfaces contribute nothing because $\chi$ decays in every direction while $\psi$ stays bounded. Therefore

$$\int dS\,(\psi\,\partial_z\chi-\chi\,\partial_z\psi)
=\int dV\,(\chi\nabla^2\psi-\psi\nabla^2\chi)
=4\pi C\,\psi(\mathbf r_0).$$

The $\kappa_0^2\chi\psi$ terms cancel, and the delta function supplies the result. The transition rate contains $|M|^2$. For a constant tip density of states, low temperature and a barrier whose shape does not change with bias,

$$\frac{dI}{dV}\propto\sum_n|\psi_n(\mathbf r_0)|^2\,\delta(E_n-eV),$$

where $E_n$ is measured from the sample Fermi level and $V$ is the sample bias. I now average over lateral tip position, which removes interference between different in-plane waves.

For one parabolic valley and one spin, let $\varepsilon=\hbar^2q^2/(2m^*m)$ be the energy into the band, where $q$ is measured from the valley centre. Since $d^2q=2\pi q\,dq$ and $q\,dq=(m^*m/\hbar^2)\,d\varepsilon$, the density of states per area is

$$\frac{1}{(2\pi)^2}\,2\pi\,\frac{m^*m}{\hbar^2}=\frac{m^*m}{2\pi\hbar^2}.$$

It is constant above the edge. Each valley therefore opens with a conductance step

$$S\propto g\,m^*e^{-2\kappa z}.$$

### 3. When the K edge is missed

Let the subscript $s$ denote the slowly decaying valley: Γ on the valence side, Q on the conduction side. The common factors cancel in the ratio

$$R=\frac{S_K}{S_s}=\frac{g_Km_K^*}{g_sm_s^*}\,e^{-2(\kappa_K-\kappa_s)z}.$$

If the set-point conductance is approximated by the step $S_s$, the smallest detectable signal is $S_s/D$. The K edge is missed when $RD<1$. Taking the logarithm of $RD=1$ gives the critical height

$$z^*=\frac{\ln\!\left(D\,g_Km_K^*/g_sm_s^*\right)}{2(\kappa_K-\kappa_s)}.$$

Above $z^*$ the K edge is lost. If the argument of the logarithm is below one, $z^*$ is negative and the edge is lost at every positive height in this model.

The first detected valence edge then lies $\Delta_v$ too low, and the first detected conduction edge lies $\Delta_c$ too high. Thus

$$E_{\rm read}=E_g+\eta_v\Delta_v+\eta_c\Delta_c,$$

where each $\eta$ is 1 if that K edge is missed and 0 if it is seen. This treats each K signal as a flat step. Just above $z^*$, growth of the signal inside the K band (part 5) can make the error only a fraction of the offset. Fast decay alone does not create an error: a slower valley must set the signal scale, and the K step must fall below the floor.

### 4. The gap that would be read

At $z=7.0$ Å, the valence ratio is

$$R_v=\frac{2(0.40)}{2(2.50)}e^{-2(1.7098-1.0868)(7.0)}
=0.160\,(1.63\times10^{-4})=2.6\times10^{-5}.$$

The conduction ratio is

$$R_c=\frac{4(0.45)}{6(0.60)}e^{-2(1.7098-1.2927)(7.0)}
=0.500\,(2.91\times10^{-3})=1.46\times10^{-3}.$$

For $D=100$, the products $R_vD=0.0026$ and $R_cD=0.146$ are both below one. Both K edges are missed:

$$E_{\rm read}=2.30+0.25+0.10=2.65\ \text{eV}.$$

For $D=1000$, $R_vD=0.026$ but $R_cD=1.46$. The K conduction edge is now visible, while the valence edge is still lost:

$$E_{\rm read}=2.30+0.25=2.55\ \text{eV}.$$

At $D=10^6$ both products exceed one and the reading returns to 2.30 eV. These three gaps were also obtained from spectra built by summing over two-dimensional momentum in each valley, with the set point 0.05 eV inside the Γ or Q band and energy bins of 0.005 eV.

The exciton binding energy is the quasiparticle gap minus the optical gap. Its true value here is $2.30-1.90=0.40$ eV. The spectra would give 0.75 eV for $D=100$ and 0.65 eV for $D=1000$. An error of 0.35 eV is 15% of the true gap but 88% of the true binding energy.

In the step formula of part 3, the critical heights for $D=1000$ are 4.07 Å for the valence edge and 7.45 Å for the conduction edge. For $D=100$ they fall to 2.23 and 4.69 Å. Moving closer helps in principle, but at the smallest heights the weak-coupling picture and the asymptotic vacuum wave become doubtful.

The decay with height offers a diagnostic. If the signal at a K edge is interpreted as though $k=0$, its apparent barrier is

$$\phi_{\rm app}=\frac{\hbar^2\kappa_K^2}{2m}=\phi+\frac{\hbar^2K^2}{2m}
=4.50+6.64=11.14\ \text{eV}.$$

The excess is in-plane kinetic energy, not a higher vacuum level. With a flat barrier and no momentum mixing, an edge whose signal decays with an apparent barrier near 4.5 eV comes from states near $k=0$, so it cannot be assigned to K.

### 5. What the simple barrier leaves out

**Bias and barrier height.** Place the Fermi level at midgap and take equal work functions. The Γ and Q edges then appear at sample biases of $-1.40$ and $+1.25$ V. At distance $s$ from the sample, an electron at energy $eV$ sees the barrier $\phi-eV(1-s/z)$, with $eV$ negative for the valence states. Replacing $(\kappa_K-\kappa_s)z$ by its integral across this barrier, with both valleys taken at the bias of the Γ or Q edge, changes the ratios to $R_v=3.9\times10^{-5}$ and $R_c=1.15\times10^{-3}$. These values keep only the exponent. Solving the Schrödinger equation in the same linear barrier gives $3.6\times10^{-5}$ and $1.20\times10^{-3}$, so they hold to about 5 to 10%. The K edges themselves appear at $-1.15$ and $+1.15$ V, which raises $R_v$ by about 13% and lowers $R_c$ by about 5%. If the set point is also placed 0.05 eV inside the Q band, the effective $R_cD$ at $D=1000$ lies between about 0.96 and 1.02, so with bias included the conduction edge sits at the detection limit. The directions follow from

$$\kappa_K-\kappa_s=\frac{K^2-k_s^2}{\kappa_K+\kappa_s}.$$

A higher barrier increases the denominator and weakens the momentum contrast; a lower barrier strengthens it. The valence states see the higher barrier.

Image forces also lower the barrier. To illustrate the direction of their effect, lower the flat barrier by 1 eV; this size is assumed, not derived. The ratios become $1.3\times10^{-5}$ and $9.9\times10^{-4}$. Both edges remain missed at $D=100$. At $D=1000$ the conduction edge is now marginal, with $R_cD=0.99$, so its visibility there is not a secure prediction. A larger lowering would reduce $R_c$ further and hide this edge, although just beyond the limit part of the K band stays visible and the error is less than the full 0.10 eV. With equal amplitudes and the set point 0.05 eV inside Q, the error is about 0.03 eV for a lowering of 1.0 eV and 0.06 eV for 1.2 eV, and it reaches the full 0.10 eV by 1.5 eV.

**States inside the K band.** Away from the band edge, the states at a given energy form a ring around K. Near K each state still contains the three plane waves of part 1. A step away from K shortens at least one of their wavevectors and lengthens at least one other. Because the decay is exponential, the shortened waves gain more signal than the lengthened ones lose. With equal amplitudes, the momentum sum shows the K valence signal growing by a factor of about 1.8 before the Γ edge. It then reaches only $4.7\times10^{-5}$ of the Γ step, still below both detection floors. The amplitudes need not stay equal: in a model made of these three waves alone, a hole mass of 0.40 shifts weight onto the shortened waves and raises the growth to about 2.8, which is still far below both floors.

**Temperature.** Thermal averaging turns an isolated conductance step into a Fermi function. At energy $\delta$ inside the gap, its relative height is $1/(1+e^{\delta/k_BT})$. Setting this equal to $1/D$ gives

$$\delta=k_BT\ln(D-1).$$

For $D=100$, each edge moves inward by 0.002 eV at 5 K and by about 0.12 eV at 300 K. At room temperature the two shifts total about 0.24 eV and hide much of the 0.35 eV overstatement. A plausible reading can then result from two errors of opposite sign.

**Momentum mixing and orbital shape.** Suppose a defect gives the K valence state a $k=0$ component with relative surface density $w$. That component contributes $0.160\,w$ relative to the Γ step. At $D=100$ it reveals the K edge when $0.160\,w=0.01$, or $w=0.0625$. The revealed signal decays mainly with $\kappa_0$, like that of a Γ state, so its decay with height no longer identifies the valley. Phonons can also supply momentum, but they change the threshold energy, which this estimate omits.

Without mixing, the K surface density would have to be 384 times larger relative to Γ for the valence edge to be seen at its true energy at $D=100$. On the conduction side, the required factor relative to Q is 6.9. These factors, and $w$ above, take the set point equal to the bare step. With the set point 0.05 eV inside the band they become about 310, 7.4 and $w\approx0.05$. The valence conclusion therefore tolerates a much larger error in the equal-amplitude assumption.

**Relation to real monolayers.** The lattice constant, gap and masses are round values in the rough range of monolayer MoS₂ and WS₂, not a fit to either. The valley offsets depend on compound and strain, and the gap depends on the dielectric surroundings. A smaller Γ offset reduces the possible valence error by the same amount. Real K valence states have mainly in-plane metal d character, whereas the Γ state has out-of-plane character. This breaks the equal-amplitude assumption and should make the K valence edge harder to see, by an amount not calculated here. For a channel material, a gap intended for band alignment or exciton binding should therefore be accepted only after the detected edges have been assigned to valleys. Their decay with tip height can help where momentum mixing is weak and the change of the barrier with bias is taken into account. The remaining values are listed in the numerical output.

## Numbers as computed

```
hbar^2/2m: 3.8100 eV angstrom^2
Barrier: 4.50 eV
K wavevector: 1.32 1/angstrom
Q wavevector: 0.70 1/angstrom
Lattice constant implied by K: 3.173 angstrom
kappa at k=0: 1.0868 1/angstrom
kappa at K: 1.7098 1/angstrom
kappa at Q: 1.2927 1/angstrom
kappa at k=0 in nm units: 10.868 1/nm
kappa at K in nm units: 17.098 1/nm
Slab calculation, kappa at Gamma: 1.0866 1/angstrom
Slab calculation, kappa at K: 1.7092 1/angstrom
Density left after 1 angstrom, k=0: 0.1138
Density left after 1 angstrom, K: 0.0327
In-plane kinetic energy at K: 6.639 eV
Apparent barrier of a K signal: 11.139 eV
Tip height: 7.0 angstrom
Decay factor K/Gamma: 1.629e-04
Decay factor K/Q: 2.910e-03
K valence: g = 2, mass = 0.40 electron masses
Gamma valence: g = 2, mass = 2.50 electron masses
K conduction: g = 4, mass = 0.45 electron masses
Q conduction: g = 6, mass = 0.60 electron masses
Valence g*m ratio K/Gamma: 0.160
Conduction g*m ratio K/Q: 0.500
Valence step ratio K/Gamma: 2.606e-05
Conduction step ratio K/Q: 1.455e-03
True gap: 2.30 eV
Gamma valence offset: 0.25 eV
Q conduction offset: 0.10 eV
Gap read from spectrum, D=100: 2.65 eV
Gap read from spectrum, D=1000: 2.55 eV
Gap read from spectrum, D=1000000: 2.30 eV
Optical gap: 1.90 eV
True exciton binding: 0.40 eV
Apparent exciton binding, D=100: 0.75 eV
Apparent exciton binding, D=1000: 0.65 eV
Critical height valence, D=100: 2.23 angstrom
Critical height conduction, D=100: 4.69 angstrom
Critical height valence, D=1000: 4.07 angstrom
Critical height conduction, D=1000: 7.45 angstrom
K strength factor to be seen, valence, D=100: 384
K strength factor to be seen, conduction, D=100: 6.9
Growth of K valence signal up to Gamma edge: 1.79
Bias at Gamma valence edge: -1.40 V
Bias at Q conduction edge: 1.25 V
Valence step ratio, tilted barrier: 3.853e-05
Conduction step ratio, tilted barrier: 1.150e-03
Valence step ratio, barrier 1 eV lower: 1.298e-05
Conduction step ratio, barrier 1 eV lower: 9.929e-04
Thermal inward shift per edge, D=100, 5 K: 0.0020 eV
Thermal inward shift per edge, D=100, 300 K: 0.1188 eV
k=0 admixture that reveals K valence edge, D=100: 0.0625
```
